# Locating the F-model antiferroelectric transition with the six-vertex anisotropy parameter: a numerical check

```python
# Result under test: the F model (square-lattice ice-rule arrows, four polar
# vertices of energy epsilon > 0, two non-polar vertices of energy 0) has its
# antiferroelectric transition at Delta = -1, i.e. T_c = epsilon/(k_B ln 2).
# Symbols: a = b = exp(-epsilon/k_B T), c = 1 are the vertex weights;
# Delta = (a^2+b^2-c^2)/(2ab); growth = exp(epsilon/k_B T) = c/a;
# Delta = -cosh(lam) on the cold side, Delta = -cos(mu) on the hot side;
# N = columns, n = down arrows in a row, Lambda = transfer-matrix eigenvalue;
# kappa = partition function per vertex; a "hole" is a missing Bethe root.
from itertools import combinations
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

LN2 = np.log(2.0)


def anisotropy(a, b, c):
    return (a * a + b * b - c * c) / (2 * a * b)


def row_matrix(N, n, a, b, c):
    """Row-to-row transfer matrix from the vertex rules, n down arrows."""
    places = list(combinations(range(N), n))
    states = np.zeros((len(places), N), dtype=int)
    for row, place in enumerate(places):
        states[row, list(place)] = 1
    size = len(places)
    total = np.zeros((size, size))
    for start in (0, 1):
        side = np.full((size, size), start)
        weight = np.ones((size, size))
        for i in range(N):
            below = states[:, i][None, :]
            above = states[:, i][:, None]
            following = side + below - above
            allowed = (following >= 0) & (following <= 1)
            vertex = np.where(below != above, c,
                              np.where(below == side, a, b))
            weight = weight * vertex * allowed
            side = np.clip(following, 0, 1)
        total += weight * (side == start)
    return total


def cold_lam(growth):
    return 2 * np.arccosh(growth / 2)


def hot_mu(growth):
    return 2 * np.arccos(growth / 2)


def bethe_functions(growth):
    """Momentum k, scattering phase, and their derivatives, in rapidity."""
    if growth > 2:
        lam = cold_lam(growth)

        def wave(x, r):
            return (2 * np.arctan(np.tan(x / 2) / np.tanh(r / 2))
                    + 2 * np.pi * np.round(x / (2 * np.pi)))

        def slope(x, r):
            return np.sinh(r) / (np.cosh(r) - np.cos(x))
        r = lam
    else:
        r = hot_mu(growth)

        def wave(x, r):
            return 2 * np.arctan(np.tanh(x / 2) / np.tan(r / 2))

        def slope(x, r):
            return np.sin(r) / (np.cosh(x) - np.cos(r))
    return (lambda x: wave(x, r), lambda x: slope(x, r),
            lambda x: wave(x, 2 * r), lambda x: slope(x, 2 * r))


def bethe_momenta(N, n, growth):
    """Solve N k_j - sum_l phase(j,l) = 2 pi I_j by damped Newton steps."""
    k, dk, phase, dphase = bethe_functions(growth)
    numbers = np.arange(n) - (n - 1) / 2
    if growth > 2:
        lam = cold_lam(growth)
        grid = np.linspace(-np.pi, np.pi, 4001)
        m = np.arange(1, int(40 / lam) + 2)[:, None]
        count = (grid / 2 + np.sum(np.sin(m * grid)
                 / (m * np.cosh(m * lam)), axis=0)) / (2 * np.pi)
        roots = np.interp(numbers / N, count, grid)
    else:
        roots = (2 * hot_mu(growth) / np.pi
                 * np.arcsinh(np.tan(2 * np.pi * numbers / N)))

    def residual(x):
        return (N * k(x) - phase(x[:, None] - x[None, :]).sum(axis=1)
                - 2 * np.pi * numbers)
    miss = residual(roots)
    for _ in range(80):
        if np.max(np.abs(miss)) < 1e-9:
            break
        kernel = dphase(roots[:, None] - roots[None, :])
        jacobian = kernel + np.diag(N * dk(roots) - kernel.sum(axis=1))
        step = np.linalg.solve(jacobian, -miss)
        scale = 1.0
        while scale > 1e-6:
            trial = residual(roots + scale * step)
            if np.linalg.norm(trial) < np.linalg.norm(miss):
                break
            scale /= 2
        roots = roots + scale * step
        miss = residual(roots)
    assert np.max(np.abs(miss)) < 1e-8
    return k(roots)


def bethe_log_lambda(N, n, growth):
    z = np.exp(1j * bethe_momenta(N, n, growth))
    delta = 1 - growth ** 2 / 2
    left = (1 + (1 - 2 * delta) * z) / (1 - z)
    return -N * np.log(growth) + LN2 + np.sum(np.log(np.abs(left)))


def log_kappa(growth):
    if growth > 2:
        lam = cold_lam(growth)
        m = np.arange(1, int(45 / lam) + 2)
        bulk = lam / 2 + np.sum(np.exp(-m * lam) * np.tanh(m * lam) / m)
    else:
        mu = hot_mu(growth)

        def integrand(x):
            return (np.tanh(mu * x) / x * np.exp(-mu * x)
                    * np.expm1(-2 * (np.pi - mu) * x)
                    / np.expm1(-2 * np.pi * x))
        bulk = quad(integrand, 0, 45 / mu, limit=400, epsabs=1e-12)[0]
    return bulk - np.log(growth)


def hole_cost_images(alpha, lam):
    j = np.arange(-60, 61)
    y = np.exp(-np.pi * np.abs(alpha + 2 * np.pi * j) / (2 * lam))
    return np.sum(np.log1p(y) - np.log1p(-y))


def hole_cost_series(alpha, lam):
    m = np.arange(1, int(25 / lam) + 2)
    return (lam / 2 - np.log(2 * np.sin(alpha / 2))
            - np.sum((1 - np.tanh(m * lam)) * np.cos(m * alpha) / m))


# --- Transition temperature from the weights ---------------------------------
epsilon_meV = 10.0
epsilon = epsilon_meV * 1e-3 * constants.e
k_B = constants.k


def delta_at(T):
    w = np.exp(-epsilon / (k_B * T))
    return anisotropy(w, w, 1.0)


T_c = epsilon / (k_B * LN2)
T_root = brentq(lambda T: delta_at(T) + 1, 20.0, 2000.0, xtol=1e-10)
assert abs(T_root / T_c - 1) < 1e-10

# --- Delta alone labels a commuting family -----------------------------------
def family_member(a, b, delta):
    return row_matrix(6, 3, a, b, np.sqrt(a * a + b * b - 2 * a * b * delta))


def relative_commutator(P, Q):
    return np.linalg.norm(P @ Q - Q @ P) / np.linalg.norm(P @ Q)


reference = family_member(1.0, 0.7, -1.5)
same_delta = relative_commutator(reference, family_member(0.6, 1.1, -1.5))
other_delta = relative_commutator(reference, family_member(0.6, 1.1, -0.5))
assert same_delta < 1e-12 and other_delta > 1e-4

# --- Pair cancellation identity ----------------------------------------------
zi, zj, D = sp.symbols("zi zj D")
L_j = (1 + (1 - 2 * D) * zj) / (1 - zj)
M_i = (2 * D - 1 - zi) / (1 - zi)
pair = -2 * (1 - D) * (1 - 2 * D * zj + zi * zj) / ((1 - zi) * (1 - zj))
assert sp.simplify(M_i * L_j - 1 - pair) == 0

# --- Bethe roots against direct diagonalization ------------------------------
cold_growth, hot_growth = 2.0 ** (1 / 0.5), 2.0 ** (1 / 1.25)
worst_bethe = 0.0
for growth in (cold_growth, hot_growth):
    delta = 1 - growth ** 2 / 2
    for n in (2, 4):
        T8 = row_matrix(8, n, 1 / growth, 1 / growth, 1.0)
        direct = np.log(np.max(np.abs(np.linalg.eigvals(T8))))
        worst_bethe = max(worst_bethe,
                          abs(direct - bethe_log_lambda(8, n, growth)))
        z = np.exp(1j * bethe_momenta(8, n, growth))
        for j in range(n):
            product = (-1.0) ** (n - 1)
            for l in range(n):
                if l != j:
                    product *= ((1 - 2 * delta * z[j] + z[j] * z[l])
                                / (1 - 2 * delta * z[l] + z[j] * z[l]))
            assert abs(z[j] ** 8 - product) < 1e-7
assert worst_bethe < 1e-8

# --- Free energies and gaps from large finite lattices -----------------------
full, gap = {}, {}
for name, growth in (("cold", cold_growth), ("hot", hot_growth)):
    for N in (256, 512):
        full[name, N] = bethe_log_lambda(N, N // 2, growth)
        gap[name, N] = full[name, N] - bethe_log_lambda(N, N // 2 - 2, growth)
cold_error = abs(full["cold", 512] / 512 - log_kappa(cold_growth))
hot_error = abs(full["hot", 512] / 512 - log_kappa(hot_growth))
assert cold_error < 1e-9
assert hot_error < 1e-5      # a gapless row has a correction of order 1/N^2
lam_cold = cold_lam(cold_growth)
predicted_gap = 4 * hole_cost_images(np.pi, lam_cold)
# extrapolation removes the 1/N^2 kinetic cost of the holes; 1/N^3 remains
limit_gap = (4 * gap["cold", 512] - gap["cold", 256]) / 3
assert abs(limit_gap - predicted_gap) < 1e-3
hot_ratio = gap["hot", 512] / gap["hot", 256]
assert abs(hot_ratio - 0.5) < 5e-3

# --- Hole cost: two forms, and its minimum -----------------------------------
for lam in (0.6, 1.2, lam_cold):
    angles = np.linspace(0.2, 2 * np.pi - 0.2, 101)
    images = np.array([hole_cost_images(x, lam) for x in angles])
    series = np.array([hole_cost_series(x, lam) for x in angles])
    assert np.max(np.abs(images - series)) < 1e-10
    assert np.argmin(series) == 50 and series[50] > 0

# --- Hot side: transforms by quadrature --------------------------------------
mu_hot = hot_mu(hot_growth)
for x in (0.3, 0.9):
    source = 2 * quad(lambda q: 0.5 * np.log(
        (np.cosh(q) - np.cos(2 * mu_hot)) / (2 * np.sinh(q / 2) ** 2))
        * np.cos(x * q), 0, 35, limit=300)[0]
    kernel = quad(lambda q: np.sin(2 * mu_hot) / (np.cosh(q)
                  - np.cos(2 * mu_hot)) * np.cos(x * q), 0, 35,
                  limit=300)[0] / np.pi
    hole = 2 * quad(lambda q: -np.log(np.tanh(np.pi * q / (4 * mu_hot)))
                    * np.cos(x * q), 0, 22, limit=300)[0]
    assert abs(source / (1 + kernel) - hole) < 1e-6
    assert abs(hole - np.pi * np.tanh(mu_hot * x) / x) < 1e-6

# --- Near-degeneracy of the two leading states -------------------------------
splitting = {}
for name, growth in (("cold", cold_growth), ("hot", hot_growth)):
    for N in (8, 12):
        matrix = row_matrix(N, N // 2, 1 / growth, 1 / growth, 1.0)
        sizes = np.sort(np.abs(np.linalg.eigvals(matrix)))
        splitting[name, N] = np.log(sizes[-1] / sizes[-2])
cold_trend = 12 * splitting["cold", 12] / (8 * splitting["cold", 8])
hot_trend = 12 * splitting["hot", 12] / (8 * splitting["hot", 8])
assert cold_trend < 0.3 and 0.7 < hot_trend < 1.3

# --- Energy per vertex on the two sides of T_c -------------------------------
critical_bulk = quad(lambda s: np.exp(-s) * np.tanh(s) / s, 0, 45,
                     limit=300)[0]
h = 0.01
f0 = critical_bulk - LN2
energy = {}
for name, sign in (("cold", 1), ("hot", -1)):
    f1 = log_kappa(np.exp(LN2 + sign * h))
    f2 = log_kappa(np.exp(LN2 + sign * 2 * h))
    energy[name] = -(-3 * f0 + 4 * f1 - f2) / (2 * sign * h)
    assert abs(energy[name] - 1 / 3) < 1e-3

# --- Behaviour close to T_c and at low temperature ---------------------------
lam_near = cold_lam(2.0 ** (1 / 0.999))
assert abs(lam_near ** 2 / (8 * LN2 * 0.001) - 1) < 5e-3
lam_99 = cold_lam(2.0 ** (1 / 0.99))
cost_99 = hole_cost_images(np.pi, lam_99)
leading_99 = 4 * np.exp(-np.pi ** 2 / (2 * lam_99))
assert abs(cost_99 / leading_99 - 1) < 1e-6
low_growth = 2.0 ** (1 / 0.1)
low_cost = hole_cost_series(np.pi, cold_lam(low_growth))
assert abs(low_cost - (np.log(low_growth) - LN2)) < 1e-5

# --- Output ------------------------------------------------------------------
print(f"vertex energy epsilon = {epsilon_meV:.1f} meV = {epsilon:.5e} J")
print(f"ln 2 = {LN2:.6f}")
print(f"T_c from epsilon/(k_B ln 2) = {T_c:.3f} K")
print(f"T_c from solving Delta(T) = -1 = {T_root:.3f} K")
print(f"k_B T_c = {k_B * T_c / constants.e * 1e3:.4f} meV")
for ratio in (0.5, 0.8, 0.99):
    T = ratio * T_c
    lam = cold_lam(np.exp(epsilon / (k_B * T)))
    cost = hole_cost_images(np.pi, lam)
    thermal = k_B * T / constants.e * 1e3
    print(f"T/T_c = {ratio:.2f}: T = {T:.2f} K, Delta = {delta_at(T):.5f}, "
          f"lambda = {lam:.5f}")
    print(f"  E_min = {cost:.4e}, one-line cost 2 E_min = {2 * cost:.4e}")
    print(f"  one-line free-energy cost per row = {2*cost*thermal:.4e} meV")
T = 1.25 * T_c
print(f"T/T_c = 1.25: T = {T:.2f} K, Delta = {delta_at(T):.5f}, "
      f"mu = {mu_hot:.5f} rad, gap zero")
print(f"relative commutator, equal Delta = {same_delta:.1e}")
print(f"relative commutator, unequal Delta = {other_delta:.1e}")
print(f"N=8 largest Bethe-diagonalization error in ln Lambda = "
      f"{worst_bethe:.1e}")
print(f"ln kappa at 0.5 T_c = {log_kappa(cold_growth):.8f}")
print(f"  its difference from 512 columns = {cold_error:.1e}")
print(f"ln kappa at 1.25 T_c = {log_kappa(hot_growth):.8f}")
print(f"  its difference from 512 columns = {hot_error:.1e}")
for N in (256, 512):
    print(f"two-line cost, N = {N}: 0.5 T_c {gap['cold', N]:.6f}, "
          f"1.25 T_c {gap['hot', N]:.6f}")
print(f"two-line cost at 0.5 T_c, extrapolated = {limit_gap:.5f}")
print(f"two-line cost at 0.5 T_c, formula 4 E_min = {predicted_gap:.5f}")
print(f"hot two-line cost ratio, N=512 to N=256 = {hot_ratio:.5f}")
for name, label in (("cold", "0.5 T_c"), ("hot", "1.25 T_c")):
    print(f"leading-pair splitting of ln|Lambda| at {label}: "
          f"N=8 {splitting[name, 8]:.5f}, N=12 {splitting[name, 12]:.5f}")
print(f"N*splitting, N=12 over N=8: cold {cold_trend:.4f}, "
      f"hot {hot_trend:.4f}")
print(f"energy per vertex at T_c from below = {energy['cold']:.5f} epsilon")
print(f"energy per vertex at T_c from above = {energy['hot']:.5f} epsilon")
print(f"ln kappa at T_c = {f0:.6f}")
print(f"E_min at 0.99 T_c, leading form = {leading_99:.4e}")
print(f"1/E_min at 0.99 T_c = {1 / cost_99:.3e} lattice spacings")
print(f"E_min at 0.1 T_c = {low_cost:.6f}")
print(f"epsilon/(k_B T) - ln 2 at 0.1 T_c = {np.log(low_growth)-LN2:.6f}")
print("every check passed")
```

Running it gives:

```
vertex energy epsilon = 10.0 meV = 1.60218e-21 J
ln 2 = 0.693147
T_c from epsilon/(k_B ln 2) = 167.418 K
T_c from solving Delta(T) = -1 = 167.418 K
k_B T_c = 14.4270 meV
T/T_c = 0.50: T = 83.71 K, Delta = -7.00000, lambda = 2.63392
  E_min = 6.3404e-01, one-line cost 2 E_min = 1.2681e+00
  one-line free-energy cost per row = 9.1473e+00 meV
T/T_c = 0.80: T = 133.93 K, Delta = -1.82843, lambda = 1.21169
  E_min = 6.8155e-02, one-line cost 2 E_min = 1.3631e-01
  one-line free-energy cost per row = 1.5732e+00 meV
T/T_c = 0.99: T = 165.74 K, Delta = -1.02820, lambda = 0.23694
  E_min = 3.6065e-09, one-line cost 2 E_min = 7.2130e-09
  one-line free-energy cost per row = 1.0302e-07 meV
T/T_c = 1.25: T = 209.27 K, Delta = -0.51572, mu = 1.02895 rad, gap zero
relative commutator, equal Delta = 9.8e-17
relative commutator, unequal Delta = 2.0e-01
N=8 largest Bethe-diagonalization error in ln Lambda = 3.6e-15
ln kappa at 0.5 T_c = 0.00443157
  its difference from 512 columns = 0.0e+00
ln kappa at 1.25 T_c = 0.14170286
  its difference from 512 columns = 2.0e-06
two-line cost, N = 256: 0.5 T_c 2.538735, 1.25 T_c 0.033008
two-line cost, N = 512: 0.5 T_c 2.536821, 1.25 T_c 0.016505
two-line cost at 0.5 T_c, extrapolated = 2.53618
two-line cost at 0.5 T_c, formula 4 E_min = 2.53616
hot two-line cost ratio, N=512 to N=256 = 0.50003
leading-pair splitting of ln|Lambda| at 0.5 T_c: N=8 0.00272, N=12 0.00017
leading-pair splitting of ln|Lambda| at 1.25 T_c: N=8 0.51870, N=12 0.35909
N*splitting, N=12 over N=8: cold 0.0963, hot 1.0384
energy per vertex at T_c from below = 0.33339 epsilon
energy per vertex at T_c from above = 0.33338 epsilon
ln kappa at T_c = 0.090042
E_min at 0.99 T_c, leading form = 3.6065e-09
1/E_min at 0.99 T_c = 2.773e+08 lattice spacings
E_min at 0.1 T_c = 6.238324
epsilon/(k_B T) - ln 2 at 0.1 T_c = 6.238325
every check passed
```
